Sampling Sputtered-Atom Energies from a Sharply Cut Thompson Distribution

**The physical situation**

A copper target in an argon discharge is struck by ions of a few hundred electronvolts. Each ion sets off a cascade of collisions in the metal, and some of the moving copper atoms reach the surface with enough energy to leave. A simulation of film growth must give every emitted atom a starting energy. Many of these energies are a few electronvolts, but a thin tail reaches to hundreds. The sampling method has to reproduce both parts and must produce no energy above a stated maximum. There should also be a test that shows whether it works, with a known statistical error.

**The density to be sampled**

Let E be the energy of an atom just outside the target and U the surface binding energy. Primes denote the same atom just inside. Three assumptions define the model. The directions of motion inside are isotropic. The flux of moving atoms inside falls with energy as 1/E'². The surface is a planar barrier of height U, which acts on the normal motion alone.

Through a plane parallel to the surface, the flux at angle θ' to the normal carries the weight cos θ' dΩ'. Integrated over azimuth, this is proportional to cos θ' sin θ' dθ' = −½ d(cos²θ'). For atoms heading outward, cos²θ' is therefore uniform between 0 and 1.

The barrier removes U from the normal part of the energy and leaves the parallel part unchanged:

E cos²θ = E' cos²θ' − U

E sin²θ = E' sin²θ'

Adding the two lines gives E = E' − U. Escape requires E' cos²θ' > U, and because cos²θ' is uniform, its probability is

1 − U/E' = (E' − U)/E' = E/(E + U).

Multiplying by the inner spectrum 1/E'² = 1/(E + U)², with dE' = dE, gives the Thompson form

f(E) ∝ E/(E + U)³.

For fixed E', the outer cos²θ is a linear function of cos²θ'. It runs from 0 at the escape limit to 1 at normal emission, so it is uniform at every energy. The emission angle can thus be drawn independently of the energy, as cos θ = √v with v uniform on (0,1).

This density counts atoms crossing the surface, which is what a simulation launching atoms one by one needs. Atoms per unit volume would carry an extra factor 1/√E, because slow atoms stay longer in a given volume.

**The cutoff**

The spectrum must end somewhere, since an ion of energy E_i cannot hand over more than it has. Let an ion of mass M₁ and speed v strike an atom of mass M₂ at rest, head-on and elastically. The relative velocity reverses, so the speeds afterwards obey v₂ − v₁ = v. Momentum conservation then gives

M₁v = M₁(v₂ − v) + M₂v₂, hence v₂ = 2M₁v/(M₁ + M₂).

The fraction of energy transferred is

Λ = M₂v₂²/(M₁v²) = 4M₁M₂/(M₁ + M₂)².

If an atom receives its energy in one collision with the ion and then pays U at the surface, it has at most

E_m = ΛE_i − U.

This bounds a single transfer from the ion; it is not derived here for sequences of several collisions. At normal incidence the struck atom moves into the solid, so either it or the ion must be turned round by further collisions, which cost energy. For 500 eV argon on copper, coplanar elastic two-body collisions deliver at most about 140 eV outside the surface after two collisions and about 230 eV after three, against E_m ≈ 470 eV. E_m is therefore a generous upper end for normal incidence. The model nevertheless keeps the Thompson shape unchanged up to E_m and sets it to zero above. If ΛE_i ≤ U, there is no range of energies to sample.

**Cumulative function and inversion**

Define s = E/(E + U), which rises steadily with E. The derivative of its square is

d(s²)/dE = 2 · E/(E + U) · [(E + U) − E]/(E + U)² = 2UE/(E + U)³.

The right side is the Thompson shape times 2U, so the integral is already known. With s_m = E_m/(E_m + U), the normalised density and its cumulative function for 0 < E < E_m are

f(E) = 2UE/[s_m²(E + U)³]

F(E) = s²/s_m².

Now set F(E) = u, with u uniform on (0,1). Since s is not negative, the positive root applies:

s = s_m√u.

From s(E + U) = E it follows that E(1 − s) = sU, and therefore

E = U s/(1 − s).

These two lines are the whole algorithm: one uniform number, one square root and one division per atom. The result has the required distribution because F is increasing: the probability that E lies below a value e is the probability that u lies below F(e), which is F(e).

**Rounding error.** As s approaches 1, the subtraction 1 − s loses digits. Differentiation gives dE/ds = U/(1 − s)², so

dE/E = [1/(1 − s)] ds/s = [(E + U)/U] ds/s.

A relative error in s is magnified by (E + U)/U. In the example below this factor is at most 474.0/3.5 ≈ 135. With double-precision errors near 10⁻¹⁶, the relative error in E stays near 10⁻¹⁴, far below any statistical error considered here. The bound E < E_m follows from the formula in exact arithmetic. A program that must guarantee it in rounded arithmetic too can return the smaller of E and E_m.

**The exact median**

At the median u = 1/2, so

s = s_m/√2 = E_m/[√2(E_m + U)]

1 − s = [√2(E_m + U) − E_m]/[√2(E_m + U)].

The common denominator cancels in the ratio s/(1 − s), which leaves

E_med = U E_m/[(√2 − 1)E_m + √2 U].

For E_m ≫ U, divide numerator and denominator by (√2 − 1)E_m. Since 1/(√2 − 1) = 1 + √2 and √2(1 + √2) = 2 + √2,

E_med = (1 + √2)U/[1 + (2 + √2)U/E_m] ≈ (1 + √2)U[1 − (2 + √2)U/E_m].

The median tends to 2.41 U, and the cutoff lowers it by a relative amount of about 3.41 U/E_m. In the opposite limit, E_m ≪ U, the second term of the original denominator dominates and E_med → E_m/√2. This is the median of a density proportional to E, which is what the Thompson form becomes when E is small beside U. The second limit checks the algebra; it does not describe a real cascade, which is not developed so close to threshold.

**The mean responds differently**

With t = E + U, the integral needed for the mean is

∫ E²/(E + U)³ dE = ∫ (1/t − 2U/t² + U²/t³) dt = ln t + 2U/t − U²/(2t²).

Take this between t = U and t = U + E_m, write x = E_m/U, and multiply by the prefactor 2U/s_m²:

⟨E⟩ = (2U/s_m²)[ln(1 + x) + 2/(1 + x) − 1/(2(1 + x)²) − 3/2].

The constant −3/2 comes from the lower limit, −2 + 1/2. For large x the mean approaches 2U(ln x − 3/2), which grows without bound, while the median settles. The mean therefore depends on how the tail is ended, and a sampler without a cutoff has no finite mean to converge to.

**Worked example: argon on copper**

Take E_i = 500 eV, masses 39.95 u and 63.55 u, and U = 3.5 eV, a rough typical value. Then

Λ = 4 × 39.95 × 63.55/(103.50)² = 0.948

E_m = 474.0 − 3.5 = 470.5 eV

s_m = 470.5/474.0 = 0.99262.

A draw with u = 0.90 gives s = 0.99262 × 0.94868 = 0.94168 and

E = 3.5 × 0.94168/0.05832 = 56.5 eV.

A draw with u = 0.99 gives 280 eV, more than two or three collisions can deliver at normal incidence, so this part of the tail belongs to the model rather than to a real target. One atom in ten thus leaves with more than 56 eV in this model, although the most probable energy is only U/2 = 1.75 eV. (The latter follows from 1/E = 3/(E + U), the condition for the maximum of f.)

The median is

E_med = 3.5 × 470.5/(0.41421 × 470.5 + 1.41421 × 3.5) = 1646.75/199.84 = 8.240 eV.

Numerical integration of the density, followed by root finding, gives the same 8.24046 eV as the formula. Without a cutoff the median would be 8.450 eV. The cutoff lowers it by 2.5 percent, as the large-E_m expansion predicts. For the mean, 1 + x = 135.43 and the bracket is 3.423, so ⟨E⟩ = 7.0 × 3.423/0.9853 = 24.3 eV, three times the median.

Raising the ion energy from 100 to 1000 eV at fixed U moves the median from 7.47 to 8.34 eV, but the mean from 14.1 to 29.0 eV.

**Statistical error of the sampled median**

A sampled median will not equal 8.240 eV, so the comparison needs an error scale. Among N independent draws, the number below the exact median is binomial with probability 1/2. Its variance is N/4, so the fraction below is 1/2 + ε, where ε has standard deviation 1/(2√N).

Let the sampled median lie at E_med + δ. For large N, the sampled cumulative function near this point is approximately 1/2 + ε + f(E_med)δ. Setting it equal to 1/2 gives δ = −ε/f(E_med), and hence the standard error

σ_med = 1/[2 f(E_med)√N].

Here

f(E_med) = 2 × 3.5 × 8.240/[0.9853 × (11.740)³] = 0.0362 per eV,

so σ_med = 13.8 eV/√N. Relative to the median this is 1.68/√N, and a standard error of one percent needs about 28,000 draws.

The sampled medians, taken from the first N draws of one sequence, are:

N = 1000: 8.82 eV, deviation +0.58, standard error 0.44
N = 10,000: 8.51 eV, deviation +0.27, standard error 0.14
N = 100,000: 8.209 eV, deviation −0.032, standard error 0.044
N = 1,000,000: 8.231 eV, deviation −0.009, standard error 0.014

The second deviation is 1.9 standard errors, which is large but not alarming for a single random sequence. The last two are below one standard error.

The error law itself was tested with 2000 separate batches of 1001 draws. Their medians scattered with a standard deviation of 0.431 eV, against a predicted 0.437 eV. The difference is 1.3 percent, comparable with the 1.6 percent uncertainty of a standard deviation estimated from 2000 values.

**What the median test can and cannot show**

The median tests one point of the distribution. A faulty sampler could place half its draws below 8.240 eV and still have the wrong tail. The full cumulative function was therefore compared with numerical integration of f at 40 energies from 0.1 eV to 0.99 E_m. For the million draws the largest difference was 0.0006. The limit set was 1.95/√N = 0.00195, which a correct sampler would exceed about once in a thousand trials even if all energies were examined.

A second test draws no energies from the outer density, which serves only to predict the results. Two million inner atoms were drawn from the 1/E'² spectrum between U and ΛE_i, given uniform cos²θ', and sent against the barrier. The expected escape fraction is the integral of E/(E + U)³ from 0 to E_m, which follows from the derivative of s² above, divided by the integral of 1/E'² from U to ΛE_i:

[s_m²/(2U)]/[1/U − 1/(ΛE_i)] = [s_m²/(2U)]/(s_m/U) = s_m/2 = 0.4963.

The first step uses 1 − U/(ΛE_i) = E_m/(E_m + U) = s_m. About 992,600 atoms should escape; 992,485 did. Their median energy was 8.228 eV, within one standard error of 8.240 eV. This supports the step from the inner spectrum to the Thompson form, and the formula for the median.

**Discarding and clipping**

The cutoff can also be imposed on draws from the uncut distribution, for which s = √u. Discarding every energy above E_m leaves the shape below E_m unchanged and renormalises it, so the result is correct. The cost is a fraction 1 − s_m² = 1.47 percent of the draws. In a run of a million uncut draws, the median after discarding was 8.240 eV.

Replacing each excessive energy by E_m is a different operation. It piles 1.47 percent of the atoms at one energy and leaves the probability of every lower energy as it was. The median then stays at (1 + √2)U, provided that this lies below E_m. The same run gave 8.452 eV after clipping, against the uncut value of 8.450 eV.

The error to be detected is 8.4498 − 8.2405 = 0.2093 eV. Setting this equal to five standard errors gives

N = (5 × 13.82/0.2093)² ≈ 109,000.

At this N the expected shift is five standard errors, so a clipped sampler crosses a five-error threshold in only half of the runs and a three-error threshold in about 97 percent. About 200,000 draws are needed to cross five errors in 96 percent of runs.

A median test with 10,000 draws has a standard error of 0.14 eV and cannot reliably separate the two treatments.

**Model error and the real process**

The conditions resemble magnetron sputtering of copper, with ion energies of some hundreds of electronvolts and gas pressures of a few mTorr. For such a process the sampling error soon becomes smaller than the errors of the model. The following changes are relative to the sharp-cutoff values of 8.24 eV for the median and 24.3 eV for the mean.

- **Shape of the upper end.** A gradual factor 1 − √[(E + U)/(ΛE_i)] also vanishes at E_m but acts at all energies; at 8.24 eV it is already 0.84. With it the median falls by 15 percent to 7.0 eV, and the mean by 32 percent to 16.5 eV.
- **Cascade exponent.** If the inner flux falls as 1/E'^(2−2m), the same escape factor gives E/(E + U)^(3−2m). With m = 0.2, and U and E_m held fixed, the median rises by 86 percent to 15.4 eV. The mean rises by 93 percent to 46.9 eV. This is the largest effect among those computed, and the exponent is not extreme: the universal screened nuclear stopping for copper on copper gives a local m between about 0.17 and 0.25 from 5 to 470 eV, so m = 0 is an idealisation. Together with the gradual factor above, m = 0.2 gives a median of 11.3 eV.
- **Binding energy.** Raising U by 10 percent, with the cutoff recalculated, raises the median by 9.7 percent.

The choice of exponent and upper end thus matters greatly: the medians computed here run from 7.0 to 15.4 eV, a factor of about two. Departures from isotropic motion inside the target, which can also matter at a few hundred electronvolts, were not computed. A million draws fix the median of the chosen model to 0.2 percent, but that precision belongs to the sampler.

The distribution also applies at the target, not at the substrate. For argon at 3 mTorr and 300 K, with a rough constant cross-section of 0.2 nm², the mean free path of a fast copper atom is 1/(nσ) = 52 mm, where n is the gas density and σ the cross-section. Over a straight path of 70 mm the fraction arriving without a collision is exp(−70/51.8) = 0.26. With this constant cross-section, about three quarters of the atoms on such a path collide on the way. The real cross-section falls with energy: a universal screened copper–argon potential gives a momentum-transfer cross-section of roughly 0.26 nm² at 1.75 eV, 0.15 nm² at 8 eV and 0.07 nm² at 56 eV, for which the surviving fraction runs from about 0.17 to 0.6. The fast tail is scattered much less than the slow majority. Atoms that leave obliquely travel farther to a plane at the same distance, so a larger share of them collide. A simulation of the film must follow those collisions after drawing the starting energy. The remaining computed values are in the numerical output.

Table of computed values

```
ion mass, target mass: 39.95, 63.55 u
ion energy: 500 eV; binding energy U: 3.5 eV
energy transfer factor: 0.9480
largest recoil energy: 474.00 eV
cutoff E_m: 470.50 eV; s_m: 0.99262
most probable energy: 1.750 eV
draw u = 0.10: s = 0.31389, E = 1.601 eV
draw u = 0.25: s = 0.49631, E = 3.449 eV
draw u = 0.50: s = 0.70189, E = 8.240 eV
draw u = 0.90: s = 0.94168, E = 56.512 eV
draw u = 0.99: s = 0.98764, E = 279.684 eV
exact median, formula: 8.24046 eV
exact median, quadrature: 8.24046 eV
median without cutoff: 8.44975 eV
density at median: 0.03618 per eV
N = 1000: sampled median 8.8209 eV, deviation +0.5804 eV, standard error 0.4371 eV
N = 10000: sampled median 8.5064 eV, deviation +0.2660 eV, standard error 0.1382 eV
N = 100000: sampled median 8.2086 eV, deviation -0.0319 eV, standard error 0.0437 eV
N = 1000000: sampled median 8.2313 eV, deviation -0.0092 eV, standard error 0.0138 eV
last shift, N = 100000 to 1000000: +0.0227 eV
largest gap in cumulative function: 0.00062
allowed gap in cumulative function: 0.00195
batches: 2000 of 1001 draws
batch median spread: 0.4312 eV; predicted 0.4368 eV
exact mean: 24.320 eV; sampled 24.319 eV, standard error 0.050 eV
barrier simulation: 992485 escaped of 2000000, median 8.2283 eV
discarded fraction: exact 0.01471, sampled 0.01487
median after discarding: 8.2395 eV
median after clipping: 8.4518 eV
draws to see clipping at 5 standard errors: 109024
ion 100 eV: cutoff 91.3 eV, median 7.472 eV, mean 14.13 eV
ion 200 eV: cutoff 186.1 eV, median 7.940 eV, mean 18.37 eV
ion 500 eV: cutoff 470.5 eV, median 8.240 eV, mean 24.32 eV
ion 1000 eV: cutoff 944.5 eV, median 8.344 eV, mean 28.98 eV
gradual roll-off: median 7.031 eV, mean 16.50 eV
roll-off change: median -14.7 %, mean -32.1 %
cascade exponent m = 0.2: median 15.355 eV, change +86.3 %
U raised by 10 %: median 9.042 eV, change +9.7 %
gas: 3.0 mTorr, 300 K, cross-section 0.2 nm2, path 70 mm
mean free path: 51.8 mm; uncollided fraction: 0.259
```
